\section*{Gap error and extracted interface resistivity in transfer-length measurements}

\section*{Problem}

A row of identical metal contacts lies on a thin conducting layer. The resistance between neighbouring contacts is measured for several gaps and plotted against the gap. A straight line through the points gives the sheet resistance $R_s$ of the layer and the interface resistivity $\rho_c$ between metal and layer. The true values are $R_s=100$ ohm per square and $\rho_c=10^{-9}$ ohm\,cm$^2$. Every contact has width $W=1000$ nm and length $L=200$ nm along the current, and the gaps are taken to be 100, 150, 200 and 250 nm.

In fact every gap is 3 nm wider than assumed, for instance because the metal edges were displaced by the same amount in every gap. By what fraction is the extracted $\rho_c$ wrong, and in which direction? What changes if the gaps are narrower than assumed, if the interface is more resistive, or if the error is a common factor instead of a common offset? Is the gap error the main concern at this level of $\rho_c$?

\section*{Solution}

\subsection*{Resistance of one contact}

The basic model has an ohmic interface, a layer of uniform sheet resistance that continues unchanged under the metal, and a metal at one potential. The layer is exactly as wide as the contacts; in a wider layer, current would spread round their ends and the straight line would return wrong values of both $R_s$ and $\rho_c$. The layer is also thin enough for its potential to be uniform in depth, and transport in it is diffusive.

Let $x$ run from the front edge of a contact, $x=0$, to its far edge, $x=L$. Let $I(x)$ be the current in the layer in the direction of $+x$, and $V(x)$ the potential of the layer relative to the metal. Ohm's law in a strip of length $dx$, whose resistance is $R_s\,dx/W$, and the loss of current through the interface area $W\,dx$ give
\begin{equation}
\frac{dV}{dx}=-\frac{R_s}{W}\,I,\qquad
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .
\label{line}
\end{equation}
Both signs are negative: the potential falls along the current, and a positive $V$ drives current out of the layer. Differentiating the first equation and inserting the second,
\begin{equation}
\frac{d^2V}{dx^2}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},
\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\end{equation}
The transfer length $L_T$ is the distance over which the current passes into the metal. No current is left in the layer at the far edge, so $I(L)=0$ and hence $dV/dx=0$ there. The solution with this property is
\begin{equation}
V=A\cosh\frac{L-x}{L_T},\qquad
I=-\frac{W}{R_s}\frac{dV}{dx}=\frac{WA}{R_sL_T}\sinh\frac{L-x}{L_T}.
\end{equation}
The contact resistance is the ratio at the front edge,
\begin{equation}
R_c=\frac{V(0)}{I(0)}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}.
\label{rc}
\end{equation}
The second contact, where current enters the layer, has the same resistance, because reversing all currents and voltages leaves their ratio unchanged.

Here
\begin{equation}
L_T=\sqrt{\frac{10^{-9}\ \mathrm{ohm\,cm^2}}{100\ \mathrm{ohm}}}
=3.162\times10^{-6}\ \mathrm{cm}=31.62\ \mathrm{nm},
\end{equation}
so $L/L_T=6.32$. The hyperbolic cotangent then exceeds 1 by $6.4\times10^{-6}$, and the contact is long for the present purpose. Its resistance is $R_c=R_sL_T/W=3.162$ ohm.

\subsection*{What the straight line returns}

The two contacts and the layer between them are in series. With the true gap $d_{\rm true}$,
\begin{equation}
R=2R_c+\frac{R_s}{W}d_{\rm true}
=\frac{2R_sL_T}{W}+\frac{R_s}{W}d_{\rm true}.
\end{equation}
The plot uses the assumed gap $d$. If $d_{\rm true}=d+\delta$ with the same $\delta$ for all gaps,
\begin{equation}
R=\underbrace{\frac{R_s}{W}}_{\text{slope }s}d+
\underbrace{\frac{R_s}{W}(2L_T+\delta)}_{\text{intercept }b}.
\label{shift}
\end{equation}
The slope is untouched, so the sheet resistance comes out right. The error sits entirely in the intercept, which is the quantity that carries the interface.

The evaluation takes $L_{T,\rm app}=b/(2s)$ and $\rho_{\rm app}=sW L_{T,\rm app}^2$, which return the true values when $\delta=0$. With (\ref{shift}),
\begin{equation}
L_{T,\rm app}=L_T+\frac{\delta}{2},\qquad
\rho_{\rm app}=R_s\left(L_T+\frac{\delta}{2}\right)^2
=\rho_c\left(1+\frac{\delta}{2L_T}\right)^2 .
\label{main}
\end{equation}
The factor $1/2$ arises because two contacts share the extra resistance of one gap. The square removes it again at first order:
\begin{equation}
\frac{\rho_{\rm app}-\rho_c}{\rho_c}
=\frac{\delta}{L_T}+\frac{\delta^2}{4L_T^2}.
\label{bias}
\end{equation}
The gap error must therefore be compared with the transfer length, not with the gap. A 3 nm error is small beside a gap of 100 nm, but not beside 31.62 nm.

\subsection*{The numbers}

The first term of (\ref{bias}) is $3/31.62=9.49$ percent and the second is 0.23 percent. The extracted interface resistivity is too large by 9.7 percent of its true value.

The same result follows from the data as they would be plotted. Correct gaps would give 16.325, 21.325, 26.325 and 31.325 ohm. The wider gaps give 16.625, 21.625, 26.625 and 31.625 ohm. The slope is $0.1$ ohm per nm in both cases, while the intercept rises from 6.325 to 6.625 ohm. Hence
\begin{equation}
L_{T,\rm app}=\frac{6.625\ \mathrm{ohm}}{2\times0.1\ \mathrm{ohm/nm}}
=33.12\ \mathrm{nm},
\end{equation}
and $\rho_{\rm app}=100\ \mathrm{ohm}\times(33.12\ \mathrm{nm})^2=1.097\times10^{-9}$ ohm\,cm$^2$.

The shifted points still lie on a straight line. In this model neither the quality of the fit nor a larger number of gaps reveals a common offset; it has to be found independently, for instance by measuring the gaps. If $\delta$ is known, the cure is to subtract $\delta/2$ from the extracted transfer length before squaring.

\subsection*{Other gap errors}

\paragraph{Opposite sign.} If the true gaps are 3 nm narrower than assumed, $\delta=-3$ nm. The first-order term changes sign and the second-order term does not, so the bias is $-9.3$ percent.

\paragraph{Fixed pitch.} If the distance between contact centres is fixed by the mask, a gap that is wider by $\delta$ leaves each contact shorter by $\delta$. In (\ref{rc}) this changes only the argument of the hyperbolic cotangent, which is already so close to 1 that the bias remains 9.7 percent.

\paragraph{More resistive interface.} At fixed $R_s$ and $\delta$, the leading bias $\delta\sqrt{R_s/\rho_c}$ falls as the inverse root of $\rho_c$. For $\rho_c=10^{-8}$ ohm\,cm$^2$ the transfer length is 100 nm. A contact of 200 nm is then no longer long, but one of 1000 nm is, and its bias is 3.0 percent. The same lithographic error thus matters more as the interface improves.

\paragraph{Common factor.} Let all true gaps be $d_{\rm true}=(1+\varepsilon)d$. The intercept stays at $2R_sL_T/W$, while the slope becomes $(1+\varepsilon)R_s/W$. Then $L_{T,\rm app}=L_T/(1+\varepsilon)$ and
\begin{equation}
\rho_{\rm app}=(1+\varepsilon)R_s\frac{L_T^2}{(1+\varepsilon)^2}
=\frac{\rho_c}{1+\varepsilon}.
\end{equation}
Gaps that are all 2 percent too wide make $\rho_{\rm app}$ about 2 percent too small. This has the opposite sign to a positive offset, although the widest gap is then wrong by 5 nm.

\begin{center}
\begin{tabular}{lrr}
\hline
Error in the gaps & $L_T$ (nm) & Bias (\%)\\
\hline
3 nm wider & 31.6 & $+9.7$\\
3 nm narrower & 31.6 & $-9.3$\\
3 nm wider, fixed pitch & 31.6 & $+9.7$\\
3 nm wider, $\rho_c$ ten times larger, $L=1000$ nm & 100.0 & $+3.0$\\
2 percent wider & 31.6 & $-2.0$\\
\hline
\end{tabular}
\end{center}
Each bias is relative to the true $\rho_c$ of its row.

\subsection*{The limit of short contacts}

Equation (\ref{bias}) fails when $L$ is not large compared with $L_T$. For $L\ll L_T$, the expansion $\coth u\simeq 1/u+u/3$ turns (\ref{rc}) into
\begin{equation}
WR_c\simeq\frac{\rho_c}{L}+\frac{R_sL}{3}.
\label{short}
\end{equation}
The first term is the interface resistance of the whole contact area; the second is the spreading of the current along the layer. The evaluation must now use (\ref{short}), that is, $\rho_{\rm app}=L\,(WR_{c,\rm app}-R_sL/3)$ with the assumed length $L$. The intercept still assigns half of the extra gap resistance to each contact, so $WR_{c,\rm app}=WR_c+R_s\delta/2$. If the contact length is correct,
\begin{equation}
\frac{\rho_{\rm app}-\rho_c}{\rho_c}\simeq\frac{R_sL\delta}{2\rho_c}
=\frac{\delta}{L_T}\,\frac{L}{2L_T},
\end{equation}
which is smaller than the long-contact bias. At fixed pitch, however, the true length is $L-\delta$. Putting this length into (\ref{short}) gives
\begin{equation}
\rho_{\rm app}\simeq L\left[\frac{\rho_c}{L-\delta}+\frac{R_s(L-\delta)}{3}
+\frac{R_s\delta}{2}-\frac{R_sL}{3}\right]
=\frac{\rho_cL}{L-\delta}+\frac{R_sL\delta}{6},
\end{equation}
and to first order in $\delta$ the bias is
\begin{equation}
\frac{\rho_{\rm app}-\rho_c}{\rho_c}\simeq
\frac{\delta}{L}+\frac{L\delta}{6L_T^2}.
\end{equation}
The first term dominates and exceeds $\delta/L_T$. The expansion also needs $\delta\ll L$: for $L=10$ nm, $\delta=3$ nm and $L_T=31.6$ nm it gives 30.5 percent, while the unexpanded expression gives 43 percent. Making the contacts much shorter than the transfer length therefore reduces the sensitivity to the gap if their length is known independently, and increases it if gap and length errors are tied together.

\section*{Is the gap error the main concern?}

The parameters are in the regime of titanium silicide on heavily doped n-type silicon, where $10^{-9}$ ohm\,cm$^2$ describes a very good contact. The further values used below are rough typical ones: a layer depth $t=30$ nm, 5 nm of silicon consumed under the contact, a metal of 2 ohm per square, and an electron density $n=3\times10^{20}$ cm$^{-3}$. Real devices can break each assumption of the basic model. The effects are sized one at a time, with correct gaps and with the long-contact evaluation $\rho_{\rm app}=(WR_c)^2/R_s$.

\paragraph{Sheet resistance under the contact.} If the layer has sheet resistance $R_u$ under the metal, $R_u$ replaces $R_s$ in (\ref{line}), and $WR_c=\sqrt{\rho_cR_u}$ for a long contact. The evaluation returns $\rho_{\rm app}=\rho_cR_u/R_s$. For a layer of uniform resistivity, the loss of 5 nm out of 30 nm raises the sheet resistance to $100\times30/25=120$ ohm per square. If current enters the metal only through its bottom face, the bias is $+20$ percent. A contact sunk by $c=5$ nm also has a side face at its front edge. If this face conducts with the same $\rho_c$, it lies in parallel with the bottom face, so that $1/(WR_c)=1/\sqrt{\rho_cR_u}+c/\rho_c$, and the bias becomes $-13$ percent. Both values take the potential as uniform in depth. In the two-dimensional current problem of a layer 30 nm deep, the sunk contact gives about $+47$ percent without the side face and about $+2$ percent with it, against $+25$ percent for a contact that is not sunk (see below). Measured against the flat contact, the shape thus decides even the sign of this effect.

\paragraph{Resistance of the metal.} Let the metal have sheet resistance $R_m$ and let the current $I$ be collected at its far edge. The layer carries $I_s(x)$ and the metal $I-I_s$. Write $S=R_s+R_m$, and let $u$ be the potential of the layer minus that of the metal at the same $x$. Then
\begin{equation}
\frac{dI_s}{dx}=-\frac{W}{\rho_c}u,\qquad
\frac{du}{dx}=-\frac{R_sI_s-R_m(I-I_s)}{W}=-\frac{SI_s-R_mI}{W}.
\end{equation}
Eliminating $u$ gives $d^2I_s/dx^2=(SI_s-R_mI)/\rho_c$. With $\lambda=\sqrt{\rho_c/S}$, $I_s(0)=I$, $I_s(L)=0$ and $L\gg\lambda$,
\begin{equation}
I_s=\frac{I}{S}\left[R_m+R_se^{-x/\lambda}-R_me^{-(L-x)/\lambda}\right].
\end{equation}
If the voltage is also sensed at the far edge of the metal, it is $u(0)$ plus the drop along the metal. Since $\rho_c/\lambda=S\lambda$, the first part is $u(0)=-(\rho_c/W)\,dI_s/dx|_0=IR_s\lambda/W$. The second is
\begin{equation}
\frac{R_m}{W}\int_0^L(I-I_s)\,dx=
\frac{R_mI}{WS}\left[R_sL-(R_s-R_m)\lambda\right].
\end{equation}
Adding them and dividing by $I$,
\begin{equation}
WR_c=\frac{R_sR_mL+\lambda(R_s^2+R_m^2)}{S}.
\end{equation}
With $R_m=2$ ohm per square and $L=200$ nm the bias is $+20$ percent. Although the metal conducts fifty times better than the layer, the current crosses most of the contact length in it. The term $R_sR_mL/S$ grows with $L$, so a very long contact is no remedy when the current is collected and the voltage sensed at the far edge. If the voltage is sensed at the front edge of the metal instead, only $u(0)$ remains and the bias is $-2$ percent.

\paragraph{Depth of the layer.} Current from the bottom of the layer must also rise to the interface. Two variational arguments enclose the effect. First, at fixed voltage the true potential minimises the dissipated power. A trial potential that is uniform in depth gives the one-dimensional resistance, which is therefore too low or equal. Second, at fixed total current the true current pattern minimises the dissipation. Take a trial current whose lateral part is uniform in depth. Its vertical density then grows linearly from zero at the bottom to the interface density $j$ at the top. The layer has resistivity $R_st$, so the vertical flow dissipates, per unit area,
\begin{equation}
R_st\int_0^t\left(\frac{jz}{t}\right)^2dz=\frac{R_st^2}{3}\,j^2 .
\end{equation}
This adds to the interface loss $\rho_cj^2$, as if $\rho_c$ were larger by $R_st^2/3$. For gaps long enough to give the slope $R_s/W$, the extracted value thus obeys
\begin{equation}
\rho_c\le\rho_{\rm app}\le\rho_c+\frac{R_st^2}{3}.
\end{equation}
The upper limit lies $100\ \mathrm{ohm}\times(30\ \mathrm{nm})^2/3=3\times10^{-10}$ ohm\,cm$^2$, or 30 percent, above $\rho_c$. A numerical solution of the two-dimensional current problem on a grid of cells 0.5 nm long and 1 nm deep gives a bias of $+25$ percent; cells twice as large in both directions give the same rounded value.

In this deeper layer the fitted transfer length is 35.4 nm with correct gaps. Widening the gaps by 3 nm raises it by 1.50 nm, again half of the gap error. The extracted resistivity then rises by 8.7 percent relative to its value with correct gaps. The rule for the gap error survives, with the fitted transfer length in place of the ideal one.

\paragraph{Diffusive transport.} The conductivity $\sigma=1/(R_st)$ can be written as $\sigma=ne^2\tau/m$, with scattering time $\tau$ and effective mass $m$. For degenerate electrons the mean free path is $\ell=v_F\tau$, and $mv_F=\hbar k_F$, so
\begin{equation}
\ell=\frac{\hbar k_F}{ne^2R_st},\qquad
k_F=\left(\frac{3\pi^2n}{6}\right)^{1/3}.
\end{equation}
The 6 counts the conduction valleys of silicon, taken as spherical. The layer resistivity is $3\times10^{-4}$ ohm\,cm, and $\ell$ is about 5 nm (for the real, ellipsoidal valleys $v_F\tau$ ranges from about 2.5 nm along the heavy axis to about 5.4 nm along the light axes). This is well below the gaps and about one sixth of the transfer length, so a diffusive description is reasonable as an estimate. It does not resolve the current within a few nanometres of the contact edge.

For these values, with no current through the side face and with the voltage sensed at the far edge, each of the first three effects biases the result upward by two to three times as much as the 3 nm gap error. A conducting side face or another sensing point can weaken or reverse the first two. They act together in a real structure, and their separate percentages should not simply be added. At $\rho_c=10^{-9}$ ohm\,cm$^2$ and $R_s=100$ ohm per square, the gap error alone uses up nearly all of an error allowance of 10 percent. Correcting the gap does not by itself ensure that the result stays within that allowance: the shape of the contact, the sheet resistance under it, the current path and the sensing point in the metal, and the depth of the layer have to be considered as well.

Numerical values quoted here were computed with a short program.
